Choosing the Cholesky threshold for two-electron integrals in MP2

What the threshold has to guarantee

A pivoted Cholesky decomposition of the two-electron integrals computes a few columns of a very large matrix and reconstructs the rest. Without a proof, an element that was never computed could be badly wrong and nothing in the calculation would show it. A second danger remains even when every element is under control: the threshold may be mistaken for the error of the correlation energy. For the bromide ion treated below, a threshold of 0.1 hartree (Eh) leaves an MP2 error of 0.114 Eh, slightly larger than the threshold and most of the correlation energy of 0.131 Eh in magnitude, while thresholds from 10⁻² to 10⁻⁸ Eh leave errors about 5 to 25 times smaller than the threshold. The threshold is neither a bound on this error nor an estimate of it.

The threshold τ discussed here is an absolute one, in hartree. The decomposition stops when the largest diagonal element of the residual matrix is at most τ. This bounds every atomic-orbital (AO) integral error by τ. The MP2 error obeys a different bound, which contains the orbital coefficients and the energy denominators.

The matrix and its positivity

Take real orbitals χ_μ and let P = μν label the N unique pairs, with pair density P(r) = χ_μ(r)χ_ν(r). The integral matrix is

V_PQ = (P|Q) = ∫∫ P(r) Q(r′)/|r − r′| d³r d³r′.

For any real vector x, form the density ρ = Σ_P x_P P. Since the integral is linear in each density,

xᵀVx = Σ_PQ x_P x_Q (P|Q) = (ρ|ρ).

This is twice the classical electrostatic energy of ρ. To find its sign, Fourier transform the Poisson equation ∇²(1/r) = −4πδ(r). If g(k) is the transform of 1/r, then −k²g = −4π, so g = 4π/k². With ρ̃(k) = ∫ρ(r)e^(−ik·r)d³r,

(ρ|ρ) = ∫ d³k/(2π)³ (4π/k²)|ρ̃(k)|² ≥ 0.

The matrix is therefore positive semidefinite, even though a density such as χ_μχ_ν may change sign. Linearly dependent pair densities give zero eigenvalues, which do no harm.

One elimination step

Let R be the current residual, with R = V at the start. Choose a pivot p with R_pp > 0 and subtract

R′_PQ = R_PQ − R_Pp R_pQ/R_pp.

Positivity must survive this subtraction. Let e_p be the unit vector for pair p. For any x and any number s,

(x + s e_p)ᵀR(x + s e_p) = xᵀRx + 2s(Rx)_p + s²R_pp.

The left side is nonnegative for every s. Setting s = −(Rx)_p/R_pp turns the right side into

xᵀRx − 2(Rx)_p²/R_pp + (Rx)_p²/R_pp = xᵀRx − (Rx)_p²/R_pp = xᵀR′x.

Hence xᵀR′x ≥ 0, and by induction every residual is positive semidefinite. Two further facts follow from the definition of R′. Row and column p vanish, because R_pQ − R_pp R_pQ/R_pp = 0. Each diagonal element becomes R_PP − R_Pp²/R_pp, so no diagonal element can grow.

Why the diagonal controls every element

Apply positivity to a vector with component α on P and 1 on Q:

α²R_PP + 2αR_PQ + R_QQ ≥ 0.

If R_PP > 0, put α = −R_PQ/R_PP. This gives R_QQ − R_PQ²/R_PP ≥ 0, or R_PQ² ≤ R_PP R_QQ. If R_PP = 0, the expression is linear in α and can stay nonnegative for all α only if R_PQ = 0, so the same inequality holds. At the stopping point, therefore,

|R_PQ| ≤ √(R_PP R_QQ) ≤ max_P R_PP ≤ τ.

This is the element bound. The largest error in the whole matrix is also found on the diagonal, which the algorithm tracks.

Positivity is indispensable. The 2×2 matrix with zero diagonal and off-diagonal elements 1 has eigenvalues ±1; a diagonal test would accept it at once with an error of 1. If integrals are altered before the decomposition, for example by discarding some elements, positivity may be lost and the proof with it. In finite precision there is also a rounding floor, and a threshold below the noise of the integrals has no meaning.

The algorithm and its cost

Write the subtracted part as LLᵀ, one column of L per step. If r columns are known, the next is

ℓ_P = [V_Pp − Σ_(K≤r) L_PK L_pK]/√d_p,

where d_P = R_PP. The bracket is the residual column R_Pp, so ℓ_Pℓ_Q is the term subtracted in the elimination step. The complete procedure is:

1. Compute the diagonal d_P = V_PP.
2. If max d ≤ τ, stop. Otherwise take the pair with the largest d as pivot p.
3. Compute column p of V, form ℓ, and append it to L.
4. Replace d_P by d_P − ℓ_P² and return to step 2.

Only the diagonal and r columns of V are needed. Storing L takes Nr numbers. Step K costs about NK multiplications, so the total is about Nr²/2. The proof needs positive pivots and the stopping test; choosing the largest diagonal is a greedy way to keep r small, and near-ties may be broken in any order without harm to the proof. The order does change the pivot sequence, so ranks and energy errors such as those tabulated below belong to one tie rule (lowest index first) and shift under another. For the bromide ion below, taking the highest index first moves the tabulated ranks by at most one, lowers the error at τ = 10⁻² Eh from 2.1×10⁻³ to 1.6×10⁻³ Eh, and moves the rank from which the error stays within 10⁻³ Eh from 118 to 109.

The vectors also have a physical reading. Let S be the set of pivots. The residual vanishes in the pivot columns, so L L_Sᵀ = V_(:S), where L_S holds the pivot rows of L. In pivot order L_S is triangular with a positive diagonal, hence invertible, and L = V_(:S)L_S^(−T). Since V_SS = L_S L_Sᵀ,

LLᵀ = V_(:S) V_SS⁻¹ V_(S:).

The method is thus a density fit whose auxiliary functions are the pivot pair densities.

From AO errors to molecular-orbital errors

Let i, j be occupied orbitals and a, b virtual ones, with coefficients C. The transformed vectors are

B^K_ia = Σ_μν C_μi L^K_μν C_νa, so that (ia|jb) ≈ Σ_K B^K_ia B^K_jb.

Here the sum runs over all ordered pairs μν, and L^K_μν = L^K_νμ. The transformed residual R_ia,jb is again positive semidefinite, because its quadratic form is that of the AO residual evaluated for a transformed vector. Bounding each AO element by τ gives

R_ia,ia ≤ τ s_ia², s_ia = (Σ_μ|C_μi|)(Σ_ν|C_νa|),

and positivity then gives |R_ia,jb| ≤ τ s_ia s_jb. The guarantee |R| ≤ τ belongs to the AO integrals in their given normalization. A molecular-orbital (MO) integral may have a larger error.

The MP2 energy and the role of rank

Consider a closed-shell system with canonical Hartree–Fock orbitals. Orbitals and orbital energies ε come from undecomposed integrals and stay fixed. Put g_ia = ε_a − ε_i > 0 and Δ = g_ia + g_jb. Starting from the spin-orbital formula −¼Σ|⟨IJ||AB⟩|²/Δ, the opposite-spin terms occur four times and give

E_OS = −Σ_iajb (ia|jb)²/Δ.

The two same-spin cases give −½Σ[(ia|jb) − (ib|ja)]²/Δ. Expanding the square and exchanging the labels a and b in one squared term turns this into −Σ(ia|jb)[(ia|jb) − (ib|ja)]/Δ. The sum of both parts is

E₂ = −Σ_iajb (ia|jb)[2(ia|jb) − (ib|ja)]/Δ.

For the opposite-spin part, insert the Laplace identity 1/Δ = ∫₀^∞ e^(−tΔ)dt, valid for Δ > 0. The exponential factorizes into e^(−t g_ia)e^(−t g_jb). Writing the squared integral as Σ_KL B^K_ia B^K_jb B^L_ia B^L_jb separates the sums over ia and jb:

E_OS = −∫₀^∞ dt Σ_KL M_KL(t)², M_KL(t) = Σ_ia B^K_ia B^L_ia e^(−t g_ia).

A new Cholesky vector adds a row and a column to M and leaves the old elements unchanged. The sum of squares cannot fall. Hence E_OS decreases monotonically with rank, and its truncated value lies at or above the untruncated one.

The total energy has no such guarantee. Take two occupied and two virtual orbitals with every Δ = 2, in model energy units. Let the first vector have B_11 = B_22 = 1, where the second index labels the virtual orbital. Four integrals equal 1: (11|11), (22|22), (11|22) and (22|11). The direct sum Σ(ia|jb)² is 4. The exchange sum Σ(ia|jb)(ib|ja) is 2, because (12|21) = 0. Thus E₂ = −(2·4 − 2)/2 = −3.

Add a second vector with B_11 = ½ and B_22 = −½. The first two integrals become 5/4 and the last two 3/4. The direct sum is 2(25/16 + 9/16) = 4.25 and the exchange sum is 2·25/16 = 3.125, so

E₂ = −(8.5 − 3.125)/2 = −2.6875.

The total has risen, while E_OS has fallen from −4/2 = −2 to −4.25/2 = −2.125. An MP2 energy from truncated integrals can therefore lie above or below its limit.

A rigorous bound on the MP2 error

From here on, V, V_r and R = V − V_r denote the occupied-virtual blocks: reference, rank r and residual. Define

⟨X,Y⟩ = Σ_iajb X_ia,jb Y_ia,jb/Δ, ‖X‖² = ⟨X,X⟩,

and let Π exchange the virtual labels, (ΠX)_ia,jb = X_ib,ja. Since Δ is unchanged by this exchange, ‖ΠX‖ = ‖X‖ and ⟨X,ΠY⟩ = ⟨ΠX,Y⟩. Then E₂ = −⟨V,(2 − Π)V⟩. The error δE = E₂(V_r) − E₂(V) is

δE = ⟨V,(2 − Π)V⟩ − ⟨V_r,(2 − Π)V_r⟩ = ⟨V + V_r,(2 − Π)R⟩.

The cross terms in the last form cancel by symmetry. The Cauchy–Schwarz and triangle inequalities give

|δE| ≤ ‖V + V_r‖(2‖R‖ + ‖ΠR‖) = 3‖V + V_r‖‖R‖.   (norm bound)

By definition ‖V‖² = |E_OS|, and monotonicity gives ‖V_r‖ ≤ ‖V‖. Therefore ‖V + V_r‖ ≤ 2√|E_OS|. For the residual, positivity gives R_ia,jb² ≤ R_ia,ia R_jb,jb. With T = Σ_ia R_ia,ia,

‖R‖² ≤ Σ R_ia,ia R_jb,jb/Δ_min = T²/Δ_min.

Combining these results with T ≤ τΣ_ia s_ia²,

|δE| ≤ 6√|E_OS| T/√Δ_min ≤ 6√|E_OS| τ Σ_ia s_ia²/√Δ_min.

The middle expression is the trace bound and the last is the threshold bound. For a fixed system and basis, the MP2 error is thus bounded by a constant times τ. The constant can be large. It contains a sum over all occupied-virtual pairs, and it diverges as Δ_min → 0, where MP2 itself becomes unreliable.

The trace bound can be made usable without knowing the reference E_OS. Since V + V_r = 2V_r + R,

|δE| ≤ 3(2√|E_OS,r| + q)q, q = T/√Δ_min,

where E_OS,r is the truncated opposite-spin energy. The trace T = Σ_ia[(ia|ia) − Σ_K(B^K_ia)²] requires only the diagonal MO integrals (ia|ia) from undecomposed integrals.

Worked example: the bromide ion

The free ion Br⁻ is a closed-shell atom. It is treated here by nonrelativistic restricted Hartree–Fock and MP2 in the aug-cc-pVDZ basis, with only the 4s and 4p electrons correlated. The reference is MP2 with undecomposed integrals in this basis. It leaves out basis incompleteness, relativity, core correlation and higher-order correlation, so the errors below are decomposition errors alone.

There are 36 AOs and 36·37/2 = 666 unique pairs. The reference correlation energy is −0.130598 Eh, or −3.554 eV, of which −0.095252 Eh is opposite-spin. These digits belong to the basis: aug-cc-pVTZ gives −0.1748 Eh, a shift of 0.044 Eh. Errors in the tables are in Eh; the MP2 error is truncated minus reference.

τ (Eh)   rank   max AO    max MO    MP2 error
10⁻¹      25    9.4e−2    4.9e−2    +1.1e−1
10⁻²      96    9.0e−3    5.9e−3    +2.1e−3
10⁻³     137    7.5e−4    1.1e−3    +8.0e−5
10⁻⁴     173    9.8e−5    3.6e−5    +4.1e−6
10⁻⁵     199    7.1e−6    3.0e−6    +5.3e−7
10⁻⁶     212    6.8e−7    1.0e−6    +4.6e−8
10⁻⁷     244    1.0e−7    2.9e−7    +1.3e−8
10⁻⁸     277    9.7e−9    2.3e−8    +8.7e−10

Every AO error respects its threshold. The column "max MO" refers to the integrals (ia|jb) with correlated occupied i, j and virtual a, b. Its value exceeds τ at 10⁻³, 10⁻⁶ (1.03e−6 before rounding), 10⁻⁷ and 10⁻⁸ Eh, as the analysis allows.

At τ = 10⁻⁴ Eh the vectors hold 666·173 = 115,218 numbers. The symmetric integral matrix has 666·667/2 = 222,111 unique elements, so storage falls to about 52 percent. The saving is modest for this small system.

The occupied 4p orbitals and the virtual p and d orbitals form degenerate shells whose orientation is arbitrary. Σs_ia² and the column "max MO" depend on that orientation (replacing p_x by (p_x + p_y)/√2 multiplies Σ|C| by √2), so their values belong to the orbitals of this run. The constant in the threshold bound follows from Δ_min = 0.87835 Eh and Σs_ia² = 3301.8:

6·√0.095252/√0.87835·3301.8 ≈ 6.52×10³.

At τ = 10⁻⁴ Eh this permits an error of 0.65 Eh, which is useless as an estimate. The trace bound gives 9.6×10⁻⁴ Eh and the norm bound 2.0×10⁻⁴ Eh, against an actual error of 4.1×10⁻⁶ Eh. The largest single loss enters when T is replaced by τΣs_ia². It is a factor of about 680 for these orbitals, but it depends on their orientation: pure real-harmonic orbitals give Σs_ia² ≈ 1150, a factor of about 240 and a threshold bound of 0.23 Eh, while randomly rotated shells give factors near 900. The trace bound, which does not depend on the orientation, is itself about 240 times the actual error, a factor of about 49 from the error to the norm bound and about 5 from the norm bound to the trace bound.

Following the energy by rank shows what the threshold table hides:

rank   MP2 error    opposite-spin error
0      +1.3e−1      +9.5e−2
27     +1.0e−1      +7.7e−2
55     −2.5e−3      +9.7e−3
83     −2.9e−3      +4.5e−3
110    +1.2e−3      +1.5e−3
138    +3.8e−5      +1.3e−4
166    −3.3e−6      +2.3e−5
193    +1.2e−6      +1.5e−6

The opposite-spin error falls steadily, while the total error changes sign several times. At rank 55 the same-spin error is −2.5e−3 − 9.7e−3 = −1.22e−2 Eh, so the small total comes from cancellation. Of the 277 steps, 84 raise the total energy by more than 10⁻¹⁰ Eh, the largest by 1.9×10⁻³ Eh. The absolute error stays within 10⁻³ Eh from rank 118 and within 10⁻⁶ Eh from rank 197, up to the final rank of 277. The numerical check checks the element theorem, the monotonicity of E_OS and the norm, trace and threshold bounds numerically. It does not evaluate the bound containing q, which rests on its own derivation from the norm bound, ‖V + V_r‖ ≤ 2‖V_r‖ + ‖R‖ and ‖R‖ ≤ q. That bound can lie below the trace bound: with a single occupied-virtual pair at rank 0, ‖V‖ = q, so the trace bound is 6q² and the bound containing q is 3q². For Br⁻ it is not below the trace bound at any rank: 8.2 against 2.9 Eh at τ = 10⁻¹ Eh, and equal to two digits from τ = 10⁻³ Eh down.

Guidance for choosing the setting

Set the threshold, not the rank. A threshold carries an element guarantee in advance; a prescribed rank does not. If a program defines its threshold relative to the largest initial diagonal, multiply by that diagonal to obtain τ. For Br⁻ the diagonal is 21.5 Eh, so a relative setting of 10⁻⁴ means τ ≈ 2×10⁻³ Eh.

Decide how much decomposition error the MP2 energy may carry, then test the threshold on the system of interest. For Br⁻ in this basis, τ = 10⁻⁴ Eh gives an error of about 4×10⁻⁶ Eh, or 1.1×10⁻⁴ eV, and τ = 10⁻⁵ Eh brings it below 10⁻⁶ Eh. These are results for one ion in one basis, not transferable error estimates. In aug-cc-pVTZ the same two thresholds leave 9×10⁻⁶ and 1.2×10⁻⁶ Eh, and from τ = 10⁻² to 10⁻⁷ Eh the error is only 4 to 11 times smaller than τ.

Repeat the calculation with τ ten times smaller and compare the opposite-spin and total energies separately. With the same orbitals and orbital energies in both runs, the drop in E_OS is a lower bound on the opposite-spin error of the looser run, whatever the pivot order, because the tighter value still lies at or above the untruncated one. A small change in the total alone is weaker evidence, since it may come from cancellation. Where a guarantee is needed, evaluate the bound containing q.

For an energy difference, using the same τ on both sides does not ensure that the errors cancel. The safe bound is the sum of the two separate bounds. If the Hartree–Fock step also uses decomposed integrals, its orbitals and orbital energies change as well, and that additional error lies outside the MP2 bound derived here.

Table of computed values

```
Br- RHF/MP2, aug-cc-pVDZ; energies in hartree (Eh)
AO functions: 36; unique pairs: 666
frozen, active occupied, virtual: 14, 4, 18
RHF energy: -2572.462490 Eh
reference MP2 correlation: -0.130597524 Eh = -3.55374 eV
separate MP2 implementation: -0.130597524 Eh
reference opposite-spin part: -0.095251909 Eh
smallest MP2 denominator: 0.878350 Eh
largest initial diagonal: 21.504591 Eh
sum of s_ia squared: 3.3018e+03 (no unit)
neutral test density, exponents 1.0, 3.0 bohr^-2:
  real, Fourier (rho|rho): 0.225451111, 0.225451111 Eh
tau/Eh  rank  max AO err/Eh  max MO err/Eh  MP2 err/Eh
1e-01   25 9.423e-02 4.911e-02 +1.141e-01
1e-02   96 9.032e-03 5.932e-03 +2.088e-03
1e-03  137 7.450e-04 1.057e-03 +8.000e-05
1e-04  173 9.816e-05 3.573e-05 +4.060e-06
1e-05  199 7.116e-06 3.015e-06 +5.273e-07
1e-06  212 6.770e-07 1.028e-06 +4.580e-08
1e-07  244 9.954e-08 2.867e-07 +1.290e-08
1e-08  277 9.746e-09 2.322e-08 +8.742e-10
tau/Eh  norm bound/Eh  trace bound/Eh  tau bound/Eh
1e-01 2.876e-01 2.882e+00 6.524e+02
1e-02 2.836e-02 1.600e-01 6.524e+01
1e-03 3.563e-03 1.504e-02 6.524e+00
1e-04 2.000e-04 9.609e-04 6.524e-01
1e-05 1.005e-05 5.184e-05 6.524e-02
1e-06 2.282e-06 1.232e-05 6.524e-03
1e-07 4.278e-07 1.698e-06 6.524e-04
1e-08 5.286e-08 2.083e-07 6.524e-05
rank  max residual diagonal/Eh  MP2 err/Eh  OS err/Eh
   0 2.150e+01 +1.306e-01 +9.525e-02
  27 9.265e-02 +1.013e-01 +7.684e-02
  55 2.544e-02 -2.496e-03 +9.661e-03
  83 1.281e-02 -2.920e-03 +4.454e-03
 110 4.699e-03 +1.241e-03 +1.454e-03
 138 7.450e-04 +3.841e-05 +1.292e-04
 166 1.047e-04 -3.326e-06 +2.261e-05
 193 3.162e-05 +1.203e-06 +1.483e-06
 221 2.903e-07 +1.754e-08 +4.023e-08
 249 8.350e-08 +1.270e-08 +1.187e-08
 277 9.746e-09 +8.742e-10 +1.343e-09
|MP2 error| stays <= 1e-03 Eh from rank 118
|MP2 error| stays <= 1e-06 Eh from rank 197
rank steps raising total MP2 by > 1e-10 Eh: 84
largest one-step change upward: 1.920e-03 Eh
Laplace points: 189; rank: 173
Laplace OS: -0.0952418522 Eh
denominator OS: -0.0952418522 Eh
model OS before, after: -2.0000, -2.1250 Eh
model MP2 before, after: -3.0000, -2.6875 Eh
```
